# Gaunt energy of closed shells and its leading 1s² value: verification in Python

```python
"""
Gaunt energy of a closed shell, tested for 1s^2 (Hartree atomic units).

Operator: g12 = -alpha1.alpha2 / r12, alpha = Dirac matrices.
Result under test: the direct sum over complete Kramers pairs vanishes;
the exchange sum for hydrogenic 1s^2 is Z^3 a^2 / 4 to leading order,
a = fine-structure constant, Z = charge of a point nucleus.
For any real s orbital with one-electron density rho the leading energy
is 2 pi a^2 * integral(rho^2).
For Dirac 1s spinors a closed form with gamma = sqrt(1-(Z a)^2) is tested,
and its first correction factor 1 + (10 - 14 ln 2)(Z a)^2.
g, f: large and small radial functions, integral r^2 (g^2+f^2) dr = 1.
"""
import numpy as np
import mpmath as mp
from scipy.constants import fine_structure, physical_constants
from scipy.linalg import eigh
from scipy.special import eval_legendre, gamma as gamma_function

a_fs = fine_structure
c_light = 1.0 / a_fs
hartree_ev = physical_constants["Hartree energy in eV"][0]

pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                  [[1, 0], [0, -1]]], dtype=complex)
dirac_alpha = np.array([np.kron(pauli[0], s) for s in pauli])
dirac_beta = np.diag([1.0, 1.0, -1.0, -1.0])
spin_up_down = np.eye(2, dtype=complex)


def current(bra, ket):
    """Vector bra^dagger alpha ket at one point."""
    return np.array([bra.conj() @ m @ ket for m in dirac_alpha])


# ---- Kramers pairs: the total current vanishes, the density does not ----
rng = np.random.default_rng(7)
time_reversal = -1j * np.kron(np.eye(2), pauli[1])
total_current = np.zeros(3, dtype=complex)
largest_single = 0.0
for _ in range(3):
    spinor = rng.normal(size=4) + 1j * rng.normal(size=4)
    partner = time_reversal @ spinor.conj()
    total_current += current(spinor, spinor) + current(partner, partner)
    largest_single = max(largest_single,
                         np.linalg.norm(current(spinor, spinor)))
    assert abs(np.vdot(spinor, partner)) < 1e-12
assert np.linalg.norm(total_current) < 1e-12
assert largest_single > 0.1


# ---- Dirac 1s spinors ----
def radial_1s(r, Z):
    gam = np.sqrt(1 - (Z * a_fs) ** 2)
    density = ((2 * Z) ** (2 * gam + 1) / gamma_function(2 * gam + 1)
               * r ** (2 * gam - 2) * np.exp(-2 * Z * r))
    return (np.sqrt((1 + gam) / 2 * density),
            np.sqrt((1 - gam) / 2 * density))


def make_spinor(g, f, direction, spin):
    chi = spin_up_down[spin]
    sigma_n = np.einsum("i,ijk->jk", direction, pauli)
    return np.concatenate([g * chi, 1j * f * (sigma_n @ chi)]) \
        / np.sqrt(4 * np.pi)


def spinor_1s(position, Z, spin):
    r = np.linalg.norm(position)
    g, f = radial_1s(r, Z)
    return make_spinor(g, f, position / r, spin)


def derivative(func, position, axis, h):
    e = np.zeros(3)
    e[axis] = h
    return (8 * (func(position + e) - func(position - e))
            - func(position + 2 * e) + func(position - 2 * e)) / (12 * h)


# The spinors solve the Dirac equation; their currents have no divergence
for Z in (4, 80):
    point = np.array([0.5, -0.3, 0.7]) / Z
    step = 2e-3 / Z
    energy_1s = c_light ** 2 * (np.sqrt(1 - (Z * a_fs) ** 2) - 1)
    for s in (0, 1):
        psi = spinor_1s(point, Z, s)
        h_psi = (dirac_beta - np.eye(4)) @ psi * c_light ** 2
        h_psi = h_psi - Z / np.linalg.norm(point) * psi
        for k in range(3):
            grad = derivative(lambda p: spinor_1s(p, Z, s), point, k, step)
            h_psi = h_psi - 1j * c_light * dirac_alpha[k] @ grad
        residual = np.linalg.norm(h_psi - energy_1s * psi)
        assert residual < 1e-6 * Z ** 2 * np.linalg.norm(psi)
        for t in (0, 1):
            def j_st(p):
                return current(spinor_1s(p, Z, s), spinor_1s(p, Z, t))
            div = sum(derivative(j_st, point, k, step)[k] for k in range(3))
            assert abs(div) < 1e-7 * Z * np.linalg.norm(j_st(point))

# ---- Angular currents on a product grid, from explicit spinors ----
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(8)
n_phi = 16
directions, weights = [], []
for ct, w in zip(cos_nodes, cos_weights):
    for phi in 2 * np.pi * np.arange(n_phi) / n_phi:
        st = np.sqrt(1 - ct ** 2)
        directions.append([st * np.cos(phi), st * np.sin(phi), ct])
        weights.append(w * 2 * np.pi / n_phi)
directions, weights = np.array(directions), np.array(weights)
# alpha couples only large with small parts, so g*f factors out
angular = np.zeros((2, 2, 3, len(weights)), dtype=complex)
for i, n in enumerate(directions):
    sp = [make_spinor(1.0, 1.0, n, s) for s in (0, 1)]
    for s in (0, 1):
        for t in (0, 1):
            angular[s, t, :, i] = current(sp[s], sp[t]) * weights[i]
cos_angle = np.clip(directions @ directions.T, -1, 1)
angular_coupling = []
for l in range(4):
    smeared = angular @ eval_legendre(l, cos_angle)
    angular_coupling.append(np.einsum("acxi,bdxi->abcd", smeared, angular))

# ---- Radial double integrals of r<^l / r>^(l+1) ----
nodes, node_weights = np.polynomial.legendre.leggauss(140)
unit_x, unit_w = (nodes + 1) / 2, node_weights / 2


def radial_integral(u, l, scale):
    """Both orderings of r and r' are equal; inner variable r' = r t."""
    r = scale * unit_x / (1 - unit_x)
    wr = scale * unit_w / (1 - unit_x) ** 2
    inner = u(r[:, None] * unit_x[None, :]) @ (unit_w * unit_x ** l)
    return 2 * np.sum(wr * u(r) * inner)


def gaunt_elements(Z):
    """Array <ab|g12|cd> over the two 1s spinors."""
    def u(r):
        g, f = radial_1s(r, Z)
        return r ** 2 * g * f
    return -sum(angular_coupling[l] * radial_integral(u, l, 1.0 / Z)
                for l in range(4))


def closed_form(Z_alpha):
    """Gaunt energy divided by Z^3 a^2 for Dirac 1s^2."""
    gam = mp.sqrt(1 - mp.mpf(Z_alpha) ** 2)
    beta_half = mp.betainc(2 * gam + 2, 2 * gam - 1, 0, mp.mpf(1) / 2)
    return (mp.mpf(8) / 3 * mp.gamma(4 * gam + 1) * beta_half
            / mp.gamma(2 * gam + 1) ** 2)


mp.mp.dps = 30
correction = 10 - 14 * np.log(2)
table = []
for Z in (4, 20, 40, 80):
    G = gaunt_elements(Z)
    direct = 0.5 * np.einsum("abab->", G).real
    exchange = -0.5 * np.einsum("abba->", G).real
    leading = Z ** 3 * a_fs ** 2 / 4
    assert abs(direct) < 1e-10 * exchange
    formula = float(closed_form(Z * a_fs)) * Z ** 3 * a_fs ** 2
    assert abs(exchange / formula - 1) < 1e-7
    pair_direct = G[0, 1, 0, 1].real
    pair_exchange = -G[0, 1, 1, 0].real
    assert abs(pair_direct / exchange - 1 / 3) < 1e-9
    assert abs(pair_exchange / exchange - 2 / 3) < 1e-9
    table.append((Z, exchange, exchange / leading,
                  1 + correction * (Z * a_fs) ** 2))
    if Z == 4:
        be = dict(direct=direct, exchange=exchange, leading=leading,
                  pair_direct=pair_direct, pair_exchange=pair_exchange,
                  self_direct=0.5 * (G[0, 0, 0, 0] + G[1, 1, 1, 1]).real)
        slope = (exchange / leading - 1) / (Z * a_fs) ** 2
        assert abs(slope - correction) < 2e-3  # next order is (Z a)^2

# Limit of weak coupling: coefficient 1/4 and the first correction
tiny = mp.mpf("0.001")
assert abs(closed_form(tiny) - 0.25) < 1e-6
limit_slope = float((4 * closed_form(tiny) - 1) / tiny ** 2)
assert abs(limit_slope - correction) < 1e-5

# ---- Hartree-Fock 1s orbital of Be2+ in even-tempered s Gaussians ----
Z_be = 4
exponents = 0.3 * 2.2 ** np.arange(15)
norms = (2 * exponents / np.pi) ** 0.75
p = exponents[:, None] + exponents[None, :]
nn = np.outer(norms, norms)
overlap = nn * (np.pi / p) ** 1.5
kinetic = 3 * np.outer(exponents, exponents) / p * overlap
attraction = -2 * np.pi * Z_be / p * nn
pp, qq = p[:, :, None, None], p[None, None, :, :]
repulsion = (2 * np.pi ** 2.5 / (pp * qq * np.sqrt(pp + qq))
             * nn[:, :, None, None] * nn[None, None, :, :])
core = kinetic + attraction
coef = eigh(core, overlap)[1][:, 0]
old_energy = 0.0
for iteration in range(100):
    coulomb = np.einsum("abcd,c,d->ab", repulsion, coef, coef)
    hf_energy = 2 * coef @ core @ coef + coef @ coulomb @ coef
    if abs(hf_energy - old_energy) < 1e-12:
        break
    old_energy = hf_energy
    coef = eigh(core + coulomb, overlap)[1][:, 0]
hf_kinetic = 2 * coef @ kinetic @ coef
assert abs(hf_energy / hf_kinetic + 1) < 1e-4  # virial theorem

# Contact form, with integral(rho^2) analytic in the Gaussians
dn = coef * norms
dd = np.outer(dn, dn)
rho_squared = np.sum(dd[:, :, None, None] * dd[None, None, :, :]
                     * (np.pi / (pp + qq)) ** 1.5)
hf_contact = 2 * np.pi * a_fs ** 2 * rho_squared


def u_hf(r):
    """r^2 g f with the leading small component f = -g'/(2c)."""
    gauss = np.exp(-exponents * np.asarray(r)[..., None] ** 2)
    phi = gauss @ dn
    dphi = -2 * r * (gauss @ (dn * exponents))
    return -r ** 2 * 4 * np.pi * phi * dphi / (2 * c_light)


hf_elements = -sum(angular_coupling[l] * radial_integral(u_hf, l, 1 / Z_be)
                   for l in range(4))
hf_exchange = -0.5 * np.einsum("abba->", hf_elements).real
assert abs(hf_exchange / hf_contact - 1) < 1e-6

# A screened exponential orbital with the variational charge Z - 5/16
Z_screened = Z_be - 5 / 16
screened = Z_screened ** 3 * a_fs ** 2 / 4
assert abs(screened / hf_contact - 1) < 0.02

# ---- Output ----
print(f"fine-structure constant             {a_fs:.9f}")
print(f"speed of light                      {c_light:.6f} a.u.")
print(f"Hartree energy                      {hartree_ev:.6f} eV")
print("Be2+ (1s^2, Z = 4), hydrogenic orbitals")
print(f"Z*alpha                             {Z_be * a_fs:.7f}")
print(f"integral rho^2 = Z^3/(8 pi)         "
      f"{Z_be ** 3 / (8 * np.pi):.6f} bohr^-3")
print(f"leading Z^3 alpha^2/4               {be['leading']:.6e} hartree")
print(f"  the same                          "
      f"{be['leading'] * hartree_ev:.6f} eV")
print(f"Dirac 1s^2: |direct sum| below 1e-10 of exchange: "
      f"{abs(be['direct']) < 1e-10 * be['exchange']}")
print(f"Dirac 1s^2: exchange sum            {be['exchange']:.6e} hartree")
print(f"  direct, two different electrons   {be['pair_direct']:.6e} hartree")
print(f"  exchange, two different electrons {be['pair_exchange']:.6e} hartree")
print(f"  self part of the direct sum       {be['self_direct']:.6e} hartree")
print(f"Coulomb repulsion 5Z/8              {5 * Z_be / 8:.4f} hartree")
print(f"leading Gaunt / Coulomb repulsion   "
      f"{be['leading'] / (5 * Z_be / 8):.6e}")
print("Be2+, nonrelativistic Hartree-Fock orbital")
print(f"number of s Gaussians               {len(exponents)}")
print(f"smallest exponent, ratio            {exponents[0]:.1f} bohr^-2, "
      f"{exponents[1] / exponents[0]:.1f}")
print(f"Hartree-Fock energy                 {hf_energy:.5f} hartree")
print(f"integral rho^2                      {rho_squared:.5f} bohr^-3")
print(f"Gaunt energy, contact form          {hf_contact:.5e} hartree")
print(f"  the same                          {hf_contact * hartree_ev:.5f} eV")
print(f"Gaunt energy, double integral       {hf_exchange:.5e} hartree")
print(f"Hartree-Fock / hydrogenic leading   {hf_contact / be['leading']:.4f}")
print(f"screened charge Z - 5/16            {Z_screened:.4f}")
print(f"Gaunt energy with screened charge   {screened:.5e} hartree")
print("First relativistic correction, coefficient of (Z alpha)^2")
print(f"10 - 14 ln 2                        {correction:.6f}")
print(f"from closed form, Z alpha = 0.001   {limit_slope:.6f}")
print(f"from quadrature at Z = 4            {slope:.6f}")
print("Z | Dirac Gaunt (hartree) | Dirac/leading | 1 + correction")
for Z, value, ratio, two_term in table:
    print(f"{Z:2d} | {value:.6e} | {ratio:.6f} | {two_term:.6f}")
print("ALL CHECKS PASSED")
```

It prints:

```
fine-structure constant             0.007297353
speed of light                      137.035999 a.u.
Hartree energy                      27.211386 eV
Be2+ (1s^2, Z = 4), hydrogenic orbitals
Z*alpha                             0.0291894
integral rho^2 = Z^3/(8 pi)         2.546479 bohr^-3
leading Z^3 alpha^2/4               8.520217e-04 hartree
  the same                          0.023185 eV
Dirac 1s^2: |direct sum| below 1e-10 of exchange: True
Dirac 1s^2: exchange sum            8.522366e-04 hartree
  direct, two different electrons   2.840789e-04 hartree
  exchange, two different electrons 5.681577e-04 hartree
  self part of the direct sum       -2.840789e-04 hartree
Coulomb repulsion 5Z/8              2.5000 hartree
leading Gaunt / Coulomb repulsion   3.408087e-04
Be2+, nonrelativistic Hartree-Fock orbital
number of s Gaussians               15
smallest exponent, ratio            0.3 bohr^-2, 2.2
Hartree-Fock energy                 -13.61129 hartree
integral rho^2                      1.99062 bohr^-3
Gaunt energy, contact form          6.66037e-04 hartree
  the same                          0.01812 eV
Gaunt energy, double integral       6.66037e-04 hartree
Hartree-Fock / hydrogenic leading   0.7817
screened charge Z - 5/16            3.6875
Gaunt energy with screened charge   6.67524e-04 hartree
First relativistic correction, coefficient of (Z alpha)^2
10 - 14 ln 2                        0.295939
from closed form, Z alpha = 0.001   0.295940
from quadrature at Z = 4            0.296088
Z | Dirac Gaunt (hartree) | Dirac/leading | 1 + correction
 4 | 8.522366e-04 | 1.000252 | 1.000252
20 | 1.071826e-01 | 1.006384 | 1.006304
40 | 8.746505e-01 | 1.026559 | 1.025215
80 | 7.686667e+00 | 1.127710 | 1.100859
ALL CHECKS PASSED
```
